# Mixing Conductance: Channels per Area Are Not Siemens per Area: a numerical check

```python
# Result under test: a spin-mixing conductance g counted per area (1/m^2) and its
# electrical form G (S/m^2) describe the same interface and obey G = (e^2/h) g.
# Symbols: r, t = reflection and transmission amplitudes for spin up and down,
# mu_s = spin accumulation (energy), alpha = damping added by spin pumping,
# Ms = magnetization, lam = spin diffusion length, sigma = conductivity.
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_ivp
from scipy.optimize import brentq, minimize_scalar

e, h, hbar, me, kB = sc.e, sc.h, sc.hbar, sc.m_e, sc.k
quantum = e**2 / h

# Example inputs: rough typical values for permalloy on platinum
g = 1e19
Ms, t_film, lande, freq = 8e5, 10e-9, 2.1, 10e9
sigma, lam, t_pt = 5e6, 1.5e-9, 5e-9
gamma = lande * sc.physical_constants['Bohr magneton'][0] / hbar
omega = 2 * np.pi * freq
G = quantum * g

# Free-electron model: round parameters
kF = 1.2e10
EF = (hbar * kF)**2 / (2 * me)
U_up, U_dn = -1.0 * e, 1.0 * e

# Number of transverse modes: explicit lattice count against the area formula
L = 200e-9
n_max = int(kF * L / (2 * np.pi)) + 1
n = np.arange(-n_max, n_max + 1)
count = np.sum(n[:, None]**2 + n[None, :]**2 <= (kF * L / (2 * np.pi))**2)
modes = kF**2 / (4 * np.pi)
assert abs(count / L**2 / modes - 1) < 2e-3  # finite box leaves a rim error

# Ballistic current of one spin from velocities and occupations at 300 K
T, V = 300.0, 1e-3
x, w = np.polynomial.legendre.leggauss(400)
E = EF + 40 * kB * T * x
k = np.sqrt(2 * me * E) / hbar
dk = 40 * kB * T * w * me / (hbar**2 * k)
def fermi(energy, mu):
    return 1 / (np.exp((energy - mu) / (kB * T)) + 1)
df = fermi(E, EF + e * V / 2) - fermi(E, EF - e * V / 2)
xc, wc = np.polynomial.legendre.leggauss(20)
cosine, wcos = (xc + 1) / 2, wc / 2
flux = np.sum(wcos * cosine) * np.sum(dk * k**2 * hbar * k / me * df)
G_ballistic = e * 2 * np.pi * flux / (2 * np.pi)**3 / V
assert abs(G_ballistic / (quantum * modes) - 1) < 1e-6

# Interface amplitudes for every normal wave number kz
N = 20000
kz = (np.arange(N) + 0.5) * kF / N
weight = kz * (kF / N) / (2 * np.pi)
def inner_k(U):
    return np.sqrt(kz**2 - 2 * me * U / hbar**2 + 0j)
def step_r(U):
    q = inner_k(U)
    return (kz - q) / (kz + q)
r_up, r_dn = step_r(U_up), step_r(U_dn)
g_model = np.sum(weight * (1 - r_up * np.conj(r_dn)).real)

# Electrical definition: absorbed transverse spin current per spin voltage
sx = np.array([[0, 1], [1, 0]], complex)
sz = np.diag([1.0, -1.0]).astype(complex)
mu_s = 1e-3 * e
rho_in = mu_s / 2 * sx
R = np.zeros((N, 2, 2), complex)
R[:, 0, 0], R[:, 1, 1] = r_up, r_dn
rho_out = R @ rho_in @ np.conj(np.swapaxes(R, 1, 2))
spin_per_mode = hbar / 2 / h * np.einsum('ij,nji->n', sx, rho_in - rho_out).real
J_abs = np.sum(weight * spin_per_mode)
G_model = (2 * e / hbar) * J_abs / (mu_s / e)
assert abs(G_model / (quantum * g_model) - 1) < 1e-10
assert abs(J_abs / (g_model * mu_s / (4 * np.pi)) - 1) < 1e-10

# Pumping: absorbed and emitted quanta of a rotating scattering matrix
rng = np.random.default_rng(4)
theta = 0.7
phases = 2 * np.pi * np.arange(16) / 16
def pumped_z(amp_up, amp_dn):
    total = 0.0
    for a, b in zip(amp_up, amp_dn):
        S = []
        for p in phases:
            ms = np.array([[np.cos(theta), np.sin(theta) * np.exp(-1j * p)],
                           [np.sin(theta) * np.exp(1j * p), -np.cos(theta)]])
            S.append((a + b) / 2 * np.eye(2) + (a - b) / 2 * ms)
        S = np.array(S)
        for m in range(-3, 4):
            Sm = np.mean(S * np.exp(1j * m * phases)[:, None, None], axis=0)
            total += m * np.trace(sz @ Sm @ Sm.conj().T).real
    return hbar / 2 * omega / (2 * np.pi) * total
for trial in range(5):
    up = rng.normal(size=2) + 1j * rng.normal(size=2)
    dn = rng.normal(size=2) + 1j * rng.normal(size=2)
    up, dn = up / np.linalg.norm(up), dn / np.linalg.norm(dn)
    coefficient = 1 - np.sum(up * dn.conj()).real
    expected = hbar / (4 * np.pi) * coefficient * omega * np.sin(theta)**2
    assert abs(pumped_z(up, dn) / expected - 1) < 1e-9

# Dephasing: finite magnetic slab against the thick-magnet coefficient
def slab(U, d):
    q, r0 = inner_k(U), step_r(U)
    ph = np.exp(1j * q * d)
    den = 1 - r0**2 * ph**2
    return r0 * (1 - ph**2) / den, (1 - r0**2) * ph / den
def slab_deviation(center):
    worst = 0.0
    for d in np.linspace(center - 1e-9, center + 1e-9, 21):
        ru, tu = slab(U_up, d)
        rd, td = slab(U_dn, d)
        assert np.max(abs(abs(ru)**2 + abs(tu)**2 - 1)) < 1e-7
        c = 1 - (ru * rd.conj() + tu * td.conj()).real
        worst = max(worst, abs(np.sum(weight * c) / g_model - 1))
    return worst
dev_film, dev_thick = slab_deviation(t_film), slab_deviation(4 * t_film)
assert dev_film < 0.2 and dev_thick < 0.6 * dev_film

# Damping: integrate the motion with the pumped angular momentum removed
def alpha_from_count(g_area):
    return gamma * hbar * g_area / (4 * np.pi * Ms * t_film)
def alpha_from_siemens(G_area):
    return gamma * hbar**2 * G_area / (2 * e**2 * Ms * t_film)
alpha = alpha_from_siemens(G)
B = omega / gamma
def motion(time, m):
    cross = np.array([[0, -m[2], m[1]], [m[2], 0, -m[0]], [-m[1], m[0], 0]])
    spin_out = hbar / (4 * np.pi) * g * cross
    torque = -cross @ np.array([0, 0, 1.0])
    return np.linalg.solve(np.eye(3) - gamma / (Ms * t_film) * spin_out, torque)
sol = solve_ivp(motion, (0, 60), [0.5, 0, np.sqrt(0.75)], rtol=1e-9,
                atol=1e-11, t_eval=np.linspace(0, 60, 601))
angle = np.arctan2(np.hypot(sol.y[0], sol.y[1]), sol.y[2])
turn = np.unwrap(np.arctan2(sol.y[1], sol.y[0]))
decay = np.log(np.tan(angle / 2))
alpha_motion = -(decay[-1] - decay[0]) / (turn[-1] - turn[0])
assert abs(alpha_motion / alpha - 1) < 1e-4
assert abs(alpha_from_count(g) / alpha_motion - 1) < 1e-4

# Linewidth: linear response of a film magnetized in its plane
Bm = sc.mu_0 * Ms
def absorption(field):
    s = -1j * omega
    M = np.array([[s, gamma * (field + Bm) + alpha * s],
                  [-gamma * field - alpha * s, s]])
    return abs(np.linalg.solve(M, np.array([0, -gamma]))[0].imag)
B_res = -Bm / 2 + np.sqrt(Bm**2 / 4 + B**2)
half_width = alpha * omega / gamma
peak = minimize_scalar(lambda b: -absorption(b), method='bounded',
                       bounds=(B_res - half_width, B_res + half_width),
                       options={'xatol': 1e-9})
def half_level(b):
    return absorption(b) + peak.fun / 2
low = brentq(half_level, B_res - 20 * half_width, peak.x)
high = brentq(half_level, peak.x, B_res + 20 * half_width)
assert abs((high - low) / 2 / half_width - 1) < 2e-3

# Backflow: finite-difference spin diffusion, with optional interface loss
def net_fraction(loss_ratio):
    cells = 800
    dz = t_pt / cells
    kappa = hbar * sigma / (4 * e**2)
    contact = g / (4 * np.pi)
    main = np.full(cells + 1, 2 * kappa / dz + kappa * dz / lam**2)
    main[[0, -1]] /= 2
    main[0] += contact * (1 + loss_ratio)
    off = np.full(cells, -kappa / dz)
    source = np.zeros(cells + 1)
    source[0] = contact
    mu = np.linalg.solve(np.diag(main) + np.diag(off, 1) + np.diag(off, -1), source)
    return 1 - mu[0]
def backflow_term(G_area):
    return 2 * G_area * lam / (sigma * np.tanh(t_pt / lam))
fraction = 1 / (1 + backflow_term(G))
assert abs(net_fraction(0) / fraction - 1) < 1e-4
assert net_fraction(0) < net_fraction(1) < net_fraction(10) < 1

# Spin relaxation time from a free-electron density of states
dos = me * kF / (np.pi**2 * hbar**2)
tau = lam**2 * e**2 * dos / sigma
assert omega * tau < 0.01

alpha_wrong_high = alpha_from_siemens(g)
alpha_wrong_low = alpha_from_count(G)
assert abs(alpha_wrong_high / alpha * quantum - 1) < 1e-9

print(f"Input mixing conductance g: {g:.3e} 1/m^2")
print(f"Same g as channels per area: {g * 1e-18:.2f} 1/nm^2")
print(f"Conversion factor e^2/h: {quantum:.5e} S")
print(f"Inverse factor h/e^2: {1 / quantum:.1f} ohm")
print(f"Converted G: {G:.4e} S/m^2")
print(f"Result of wrongly using 2e^2/h: {2 * G:.4e} S/m^2")
print(f"Model Fermi wave number: {kF * 1e-9:.1f} 1/nm")
print(f"Model Fermi energy: {EF / e:.2f} eV")
print(f"Modes per area and spin, formula: {modes * 1e-18:.3f} 1/nm^2")
print(f"Modes per area, lattice count: {count / L**2 * 1e-18:.3f} 1/nm^2")
print(f"Ballistic conductance per spin, 300 K: {G_ballistic:.4e} S/m^2")
print(f"Model potential, spin up: {U_up / e:.1f} eV")
print(f"Model potential, spin down: {U_dn / e:.1f} eV")
print(f"Model interface g: {g_model:.4e} 1/m^2")
print(f"Model interface G from spin currents: {G_model:.4e} S/m^2")
print(f"Ratio G/g in model: {G_model / g_model:.5e} S")
print(f"Magnetization: {Ms / 1e3:.0f} kA/m")
print(f"Magnetic film thickness: {t_film * 1e9:.1f} nm")
print(f"Lande factor: {lande:.2f} (no unit)")
print(f"Gyromagnetic ratio: {gamma:.4e} rad/(s T)")
print(f"Frequency: {freq / 1e9:.1f} GHz")
print(f"Pumping damping, perfect sink: {alpha:.3e} (no unit)")
print(f"Damping from integrated motion: {alpha_motion:.3e} (no unit)")
print(f"Resonance field, in-plane film: {B_res * 1e3:.1f} mT")
print(f"Half-width at half maximum, formula: {half_width * 1e3:.3f} mT")
print(f"Half-width from response: {(high - low) / 2 * 1e3:.3f} mT")
print(f"Wrong damping, 1e19 used as S/m^2: {alpha_wrong_high:.2f} (no unit)")
print(f"Wrong damping, G number used as 1/m^2: {alpha_wrong_low:.2e} (no unit)")
print(f"Platinum conductivity: {sigma:.2e} S/m")
print(f"Platinum spin diffusion length: {lam * 1e9:.2f} nm")
print(f"Platinum thickness: {t_pt * 1e9:.1f} nm")
print(f"Backflow term 2 G lam coth(d/lam)/sigma: {backflow_term(G):.4f} (no unit)")
print(f"Net fraction g_eff/g, formula: {fraction:.4f} (no unit)")
print(f"Net fraction, diffusion solution: {net_fraction(0):.4f} (no unit)")
print(f"Effective g with backflow: {g * fraction:.3e} 1/m^2")
print(f"Effective G with backflow: {G * fraction:.3e} S/m^2")
print(f"Damping with backflow: {alpha * fraction:.3e} (no unit)")
print(f"Net fraction, interface loss equal to g: {net_fraction(1):.4f} (no unit)")
print(f"Wrong backflow term, 1e19 as S/m^2: {backflow_term(g):.0f} (no unit)")
print(f"Wrong net fraction: {1 / (1 + backflow_term(g)):.2e} (no unit)")
print(f"Largest dephasing error, 9 to 11 nm slab: {100 * dev_film:.1f} %")
print(f"Largest dephasing error, 39 to 41 nm slab: {100 * dev_thick:.1f} %")
print(f"Spin relaxation time, free-electron estimate: {tau * 1e15:.2f} fs")
print(f"Angular frequency times relaxation time: {omega * tau:.1e} (no unit)")
print("checks complete")
```

Output:

```
Input mixing conductance g: 1.000e+19 1/m^2
Same g as channels per area: 10.00 1/nm^2
Conversion factor e^2/h: 3.87405e-05 S
Inverse factor h/e^2: 25812.8 ohm
Converted G: 3.8740e+14 S/m^2
Result of wrongly using 2e^2/h: 7.7481e+14 S/m^2
Model Fermi wave number: 12.0 1/nm
Model Fermi energy: 5.49 eV
Modes per area and spin, formula: 11.459 1/nm^2
Modes per area, lattice count: 11.458 1/nm^2
Ballistic conductance per spin, 300 K: 4.4393e+14 S/m^2
Model potential, spin up: -1.0 eV
Model potential, spin down: 1.0 eV
Model interface g: 1.1435e+19 1/m^2
Model interface G from spin currents: 4.4301e+14 S/m^2
Ratio G/g in model: 3.87405e-05 S
Magnetization: 800 kA/m
Magnetic film thickness: 10.0 nm
Lande factor: 2.10 (no unit)
Gyromagnetic ratio: 1.8468e+11 rad/(s T)
Frequency: 10.0 GHz
Pumping damping, perfect sink: 1.937e-03 (no unit)
Damping from integrated motion: 1.937e-03 (no unit)
Resonance field, in-plane film: 104.3 mT
Half-width at half maximum, formula: 0.659 mT
Half-width from response: 0.659 mT
Wrong damping, 1e19 used as S/m^2: 50.01 (no unit)
Wrong damping, G number used as 1/m^2: 7.51e-08 (no unit)
Platinum conductivity: 5.00e+06 S/m
Platinum spin diffusion length: 1.50 nm
Platinum thickness: 5.0 nm
Backflow term 2 G lam coth(d/lam)/sigma: 0.2330 (no unit)
Net fraction g_eff/g, formula: 0.8110 (no unit)
Net fraction, diffusion solution: 0.8110 (no unit)
Effective g with backflow: 8.110e+18 1/m^2
Effective G with backflow: 3.142e+14 S/m^2
Damping with backflow: 1.571e-03 (no unit)
Net fraction, interface loss equal to g: 0.8410 (no unit)
Wrong backflow term, 1e19 as S/m^2: 6015 (no unit)
Wrong net fraction: 1.66e-04 (no unit)
Largest dephasing error, 9 to 11 nm slab: 9.3 %
Largest dephasing error, 39 to 41 nm slab: 2.3 %
Spin relaxation time, free-electron estimate: 1.15 fs
Angular frequency times relaxation time: 7.2e-05 (no unit)
checks complete
```
